Reflection of a Wave from a Smooth Fermi-Profile Interface

Q: I want to follow the roughness of a crystal surface while it grows, by specular reflection. A sharp step gives a simple reflectivity, but a growing surface is not sharp. Is there a smooth profile whose reflectivity can be found without approximation, and what equation would it obey?

A: Take neutrons and a nonmagnetic crystal, so that the wave can be treated as a scalar. Let the potential, averaged along the surface, depend only on the coordinate z along the surface normal, with vacuum at z → −∞ and crystal at z → +∞:

U(z) = U₀ f(z),  f(z) = 1/(1 + exp(−z/a)),  a > 0.

The function f rises from 0 to 1 over a few a. Since U does not depend on the position ρ along the surface, the wave is exp(iq·ρ)ψ(z) with q conserved. Inserting this in the stationary Schrödinger equation and multiplying by −2m/ħ² gives

ψ'' + [k₁² − V f(z)]ψ = 0,  k₁² = 2mE/ħ² − q²,  V = 2mU₀/ħ².

For n nuclei per volume with coherent scattering length b, U₀ = 2πħ²nb/m, so V = 4πnb. Deep in the crystal the normal wave number k₂ obeys k₂² = k₁² − V. I take V real, which means no loss, and k₂² > 0, which for V > 0 means incidence above the critical angle.

Q: The coefficient is not constant. What are the solutions?

A: On each side they are plane waves times convergent series. Put ξ = −exp(−z/a), so that f = 1/(1 − ξ). Multiply the equation by 1 − ξ and use k₁² − V = k₂²:

(1 − ξ)ψ'' + (k₂² − k₁²ξ)ψ = 0.

Try φ₊ = exp(ik₂z) Σ cₙξⁿ with c₀ = 1. The nth term varies as exp[(ik₂ − n/a)z], so two derivatives multiply it by (ik₂ − n/a)². Collecting the terms in ξⁿ,

cₙ[(ik₂ − n/a)² + k₂²] = cₙ₋₁[(ik₂ − (n−1)/a)² + k₁²].

The bracket on the left is n(n − 2ik₂a)/a², which is not zero for n ≥ 1, so every cₙ is fixed. The ratio cₙ/cₙ₋₁ tends to 1, and the series converges for |ξ| < 1, that is, for Re z > 0. Changing the sign of k₂ gives a second solution φ₋.

On the left, use η = 1/ξ = −exp(z/a). Then f = −η/(1 − η), and multiplication by 1 − η gives

(1 − η)ψ'' + (k₁² − k₂²η)ψ = 0.

This is the same equation with the wave numbers exchanged. It has solutions χ± = exp(±ik₁z) times a series in η, convergent for Re z < 0.

Q: Two sets of solutions on two half-lines do not yet give a reflectivity.

A: The reflectivity lies in the way they are connected. Each solution can be continued along the whole real axis, so constants α and β exist with

φ₊ = αχ₊ + βχ₋.

With time factor exp(−iEt/ħ), χ₊ travels toward the crystal and χ₋ away from it, while φ₊ is the transmitted wave. Hence R = |β/α|². The equation is real on the real axis, so φ₋ = φ₊* and χ₋ = χ₊* there, and

φ₋ = β*χ₊ + α*χ₋.

There is no first-derivative term, so the Wronskian W(g,h) = gh' − g'h is constant. At the two ends W(φ₊,φ₋) = −2ik₂ and W(χ₊,χ₋) = −2ik₁. The two connection equations give W(φ₊,φ₋) = (|α|² − |β|²)W(χ₊,χ₋), so

D ≡ |α|² − |β|² = k₂/k₁.

Divided by |α|², this reads R + T = 1, with T = (k₂/k₁)/|α|² the transmitted flux over the incident flux.

Q: That is one equation for two moduli, and it holds for any lossless profile. Where does this particular profile enter?

A: Through its period in the complex plane. The function exp(−z/a), and with it f, is unchanged by z → z + 2πia. Take a solution on the real axis, continue it to the line 2πa higher, and regard the result as a function of the original z. It is again a solution. Call this operation S_R if the path climbs on the right, at Re z > 0, and S_L if it climbs on the left.

The series in ξ and η return to themselves under the shift, and the exponentials in front do not. With p = exp(−2πak₂) and s = exp(−2πak₁),

S_R φ₊ = pφ₊,  S_R φ₋ = p⁻¹φ₋,
S_L χ₊ = sχ₊,  S_L χ₋ = s⁻¹χ₋.

Q: If both routes end at the same place, should S_R and S_L not be equal?

A: They would be if nothing singular lay between them. But f has poles where exp(−z/a) = −1, at odd multiples of iπa, and one of these, z = iπa, lies between the real axis and the line 2πa above it. Going up on the right and down on the left is the operation N = S_L⁻¹S_R, which carries a solution once around this pole.

Let ζ = z − iπa. Then exp(−z/a) = −exp(−ζ/a), and near the pole

f = 1/(1 − exp(−ζ/a)) = a/ζ + 1/2 + …

The equation becomes ψ'' = (Va/ζ + regular terms)ψ. One solution is a power series u = ζ + u₂ζ² + …: the coefficient of ζʲ enters ψ'' with the factor j(j−1), which is not zero for j ≥ 2, so each coefficient follows from the earlier ones. The terms in ζ⁰ give 2u₂ = Va.

Constancy of the Wronskian gives a second solution v = u∫dζ/u². Here

1/u² = ζ⁻² − 2u₂ζ⁻¹ + … = ζ⁻² − Vaζ⁻¹ + …,

so v = −Va u ln ζ + an analytic function. One counterclockwise turn adds 2πi to ln ζ:

u → u,  v → v − 2πiVa u.

The matrix of N in this basis is triangular, with both diagonal elements equal to 1. Its trace is 2, and a trace does not depend on the basis.

Q: So you evaluate the same trace with α and β. Please keep all the signs.

A: First invert the connection equations. In the combination α*φ₊ − βφ₋ the χ₋ terms cancel, and in αφ₋ − β*φ₊ the χ₊ terms cancel:

χ₊ = (α*φ₊ − βφ₋)/D,  χ₋ = (αφ₋ − β*φ₊)/D.

Now apply S_R and then S_L⁻¹:

Nφ₊ = p(αs⁻¹χ₊ + βsχ₋),
Nφ₋ = p⁻¹(β*s⁻¹χ₊ + α*sχ₋).

The trace needs the part of Nφ₊ along φ₊ and the part of Nφ₋ along φ₋. These are

p(|α|²/s − |β|²s)/D  and  p⁻¹(|α|²s − |β|²/s)/D.

Their sum is 2. Multiplying by D,

|α|²(p/s + s/p) − |β|²(ps + 1/(ps)) = 2|α|² − 2|β|².

Since p/s = exp[2πa(k₁−k₂)] and ps = exp[−2πa(k₁+k₂)], define

x₋ = πa(k₁ − k₂),  x₊ = πa(k₁ + k₂).

Then

|α|²(2cosh 2x₋ − 2) = |β|²(2cosh 2x₊ − 2).

With cosh 2x − 1 = 2sinh²x,

R = |β/α|² = {sinh[πa(k₁−k₂)] / sinh[πa(k₁+k₂)]}².

No expansion in V or a has been made.

Q: Does it matter that the potential repels the wave? And what happens below the critical angle?

A: The sign of V was not used. For V < 0, k₂ exceeds k₁, and the square removes the sign of the numerator. Exchanging k₁ and k₂ also leaves R unchanged, so at the same pair of wave numbers reflection from inside equals reflection from outside.

Below the critical angle k₂ = iκ with κ > 0. The solution that decays into the crystal can be chosen real, so on the left it is αχ₊ + α*χ₋, and R = 1. The formula must not be used there as written, because the square of a complex ratio is a phase factor. At the edge k₂ → 0, the two sinh functions become equal and R → 1, so the two regimes join.

Q: Experimenters speak of an rms roughness σ. How is it related to a?

A: Read the slope f'(z) as the distribution of surface heights. Its Fourier factor is

C(k) = ∫f'(z) exp(2ikz) dz.

Use t = f as the variable, so that f'dz = dt and z = a ln[t/(1−t)]. With y = 2ka,

C = ∫₀¹ t^(iy) (1−t)^(−iy) dt = Γ(1+iy)Γ(1−iy) = πy/sinh πy,

by the beta integral and the reflection formula of the gamma function. Thus C(k) = 2πak/sinh(2πak). For small k this is 1 − (2πak)²/6, while any symmetric distribution gives 1 − (2k)²σ²/2. Comparison yields

σ² = π²a²/3,  σ = πa/√3 ≈ 1.81a.

Q: Then I expect the usual Gaussian damping of the sharp-step result.

A: You get it at leading order in the width. For a → 0 each sinh becomes its argument, which gives the Fresnel reflectivity R_F = [(k₁−k₂)/(k₁+k₂)]². For the corrections, use sinh x/x = 1 + x²/6 + x⁴/120 + …, whose logarithm is x²/6 + (1/120 − 1/72)x⁴ = x²/6 − x⁴/180. Then

ln(R/R_F) = −(x₊² − x₋²)/3 + (x₊⁴ − x₋⁴)/90 + …

The differences are

x₊² − x₋² = 4π²a²k₁k₂,
x₊⁴ − x₋⁴ = 8π⁴a⁴k₁k₂(k₁² + k₂²).

With π²a² = 3σ²,

ln(R/R_F) = −4k₁k₂σ² + 0.8σ⁴k₁k₂(k₁² + k₂²) + …

The first term is the exponent of the Névot–Croce factor exp(−4k₁k₂σ²). The second is positive, so at this order the Fermi profile reflects more than that factor says.

Q: And when the interface is wide compared with the wavelength?

A: The wavelength that counts is the one along the normal, 2π/k₁ in the vacuum. For x₊ ≫ 1, sinh²x₊ ≈ exp(2x₊)/4, and

R ≈ 4sinh²[πa(k₁−k₂)] exp[−2πa(k₁+k₂)].

Relative to the sharp step, the damping at large k₁ is an exponential in the wave number times a factor k₁², and not a Gaussian.

A second useful case is a weak step, with V ≪ k₁² and πaV/(2k₁) ≪ 1. Then k₁ − k₂ = V/(k₁+k₂) ≈ V/(2k₁), and

R ≈ [πaV/(2k₁ sinh 2πak₁)]² = [V/(4k₁²)]² C(k₁)².

Here V/(4k₁²) is the amplitude of a weak sharp step, and C adds the contributions of all heights with their phases. To first order in V, the same form holds for any smooth profile f that goes from 0 to 1, with |C(k₁)|² in place of C(k₁)², because C is complex when the slope is not symmetric. Cut it into thin steps of size Vf'(z)dz. Each reflects with amplitude Vf'(z)dz/(4k₁²) and phase exp(2ik₁z), and if multiple reflections and the change of wave number inside the profile are neglected, the sum is VC(k₁)/(4k₁²). The neglected terms must be small beside this sum. When C falls as a Gaussian, that demands a weaker step at large k₁σ than it does for the Fermi profile. In this regime the damping is the squared modulus of the Fourier transform of the slope, so the shape of the profile matters as well as its width.

Q: Give me a case with numbers.

A: Consider copper growing on a Cu(001) crystal, so that no buried interface adds contrast. Rough typical inputs are a cubic cell of 0.36 nm with four atoms, b = 7.7 fm and a neutron wavelength λ = 0.5 nm. I choose a = 0.5 nm, which makes σ = 0.907 nm. Further digits below serve to compare formulas; the inputs justify about two. The density and step are

n = 4/(0.36 nm)³ = 85.73 nm⁻³,
V = 4π × 85.73 × 7.7×10⁻⁶ nm⁻² = 8.296×10⁻³ nm⁻².

This is an optical potential of about 170 neV. The critical wave number is √V = 0.0911 nm⁻¹, and sin θ = k₁λ/(2π) puts the critical grazing angle near 0.42°.

At k₁ = 0.5 nm⁻¹, or θ = 2.28°,

k₂ = √(0.25 − 0.008296) = 0.49163 nm⁻¹,
x₋ = 0.013141, sinh x₋ = 0.013141,
x₊ = 1.557656, sinh x₊ = 2.268524,
R = (0.013141/2.268524)² = 3.36×10⁻⁵.

The sharp step would give 7.12×10⁻⁵, so the smooth profile leaves 47% of it. With k₁ and V held fixed, R is 5.84×10⁻⁵ for a = 0.25 nm and 5.46×10⁻⁶ for a = 1.0 nm.

Q: How far off would I be with the Névot–Croce factor?

A: Here are the sharp-step value, the full formula and the Névot–Croce value R_NC at a = 0.5 nm:

k₁ (nm⁻¹): R_F; R; R_NC
0.095: 0.311; 0.308; 0.308
0.12: 4.466×10⁻²; 4.331×10⁻²; 4.330×10⁻²
0.20: 3.37×10⁻³; 3.00×10⁻³; 3.00×10⁻³
0.50: 7.12×10⁻⁵; 3.36×10⁻⁵; 3.17×10⁻⁵
0.80: 1.06×10⁻⁵; 1.81×10⁻⁶; 1.31×10⁻⁶

At 0.5 nm⁻¹, ln(R/R_NC) is 0.057, and the σ⁴ term alone gives 0.065. At 0.8 nm⁻¹ the logarithm is 0.32 while that term gives 0.44, so the short series is no longer good. The exponential form serves better there: x₊ = 2.51, and replacing sinh²x₊ by exp(2x₊)/4 lowers R by only about 1.3%.

If this Fermi profile were the true one and you read σ from the single point at 0.5 nm⁻¹ with the Névot–Croce factor, you would find 0.874 nm instead of 0.907 nm, which is 3.6% too small.

Q: But no growing surface has promised to follow a Fermi function.

A: That is the weakest assumption here. Replace f by an error function with the same σ and integrate the wave equation numerically from the crystal to the vacuum. Relative to the Fermi profile, R changes by −5.5% at 0.5 nm⁻¹ and by −27% at 0.8 nm⁻¹. These values nearly coincide with R_NC. The weak-step result explains why the damping is Gaussian: the slope of an error function is Gaussian, and so is its Fourier transform. It does not explain the exponent, since it gives k₁² where R_NC has k₁k₂; that R_NC fits so closely is a numerical finding here. At large k₁ the data therefore carry information on the shape, and a width taken from them depends on the profile assumed.

Q: You also averaged the potential along the surface. What if the terraces are very wide?

A: Suppose first that many terraces still lie within the lateral coherence length of the beam. If the terraces are also wide enough, each reflects as a sharp step at its own height h, and the amplitudes are averaged. For a pattern of period L along the beam, the first diffraction orders have a squared normal wave number that differs from k₁² by about 8π²/(λL). This must be small beside k₁², so L must be much larger than 8π²/(λk₁²), which is about 0.6 μm at k₁ = 0.5 nm⁻¹. (For terraces wider than the coherence length, intensities add instead and the damping below disappears.) The phase exp(2ik₁h), averaged over f'(h), gives C(k₁), so the specular reflectivity is R_F C(k₁)². At leading order in the width its exponent is −4k₁²σ² instead of −4k₁k₂σ², which is a stronger damping when k₁ > k₂. The change relative to the formula is −1.2% at 0.5 nm⁻¹ and −1.0% at 0.8 nm⁻¹. Both limits describe the specular beam alone; I have not computed the diffuse intensity.

Q: A crystal is made of atomic layers, not of a smooth medium.

A: Put the potential into planes d = 0.18 nm apart, each with strength Vd fⱼ, where fⱼ = f(jd) is the occupation of layer j. Between planes the wave is free, so

ψ(j±1) = ψ(j) cos k₁d ± ψ'(j±) sin(k₁d)/k₁,

where ψ'(j+) and ψ'(j−) are the slopes just on the crystal side and just on the vacuum side of plane j. Their difference is Vd fⱼψ(j). Adding the two equations gives

ψ(j+1) + ψ(j−1) = [2cos k₁d + Vd fⱼ sin(k₁d)/k₁]ψ(j).

Running this recursion from a Bloch wave deep in the crystal out to the vacuum changes R by about −0.005% at both wave numbers. This holds for the smooth occupation used here and for k₁ far below the Bragg condition k₁ = π/d, about 17 nm⁻¹.

Q: And absorption? You called the interface lossless.

A: If the loss cross-section per atom is σ_t and k = 2π/λ is the full wave number, the intensity must decay at the rate nσ_t. A squared wave number k² + iw has imaginary part w/(2k) in its root, hence an intensity decay rate w/k, so w = nσ_t k. The potential V becomes V − iw. With roughly 11 barn for absorption at this wavelength and 0.5 barn for incoherent scattering, w/V = 1.4×10⁻⁴.

Just below the critical edge the effect is of first order. For a sharp step, k₂² = −κ² + iw gives k₂ ≈ iκ + w/(2κ), and with k₁² + κ² = V,

1 − R ≈ 4k₁[w/(2κ)]/(k₁² + κ²) = 2k₁w/(κV).

At k₁ = 0.090 nm⁻¹, κ = 0.0140 nm⁻¹ and this is about 1.8×10⁻³. Numerical integration with the smooth profile gives 1.9×10⁻³.

Above the edge write k₂ = k′ + iε. The sharp-step reflectivity is [(k₁−k′)² + ε²]/[(k₁+k′)² + ε²], which has no term linear in ε. For the smooth profile a small linear term remains, because the phase of the reflected wave depends on k₂. At 0.095 nm⁻¹ the integration with the smooth profile gives a total relative change of only −2×10⁻⁵ %. The lossless assumption is a good one for this example except very close to the critical edge; at the edge itself, loss lowers R by about 3%.

Q: How close is the example to a real growth experiment?

A: The copper inputs are typical, but σ = 0.91 nm is about five layers of 0.18 nm. That describes a surface that has roughened, and is far from good layer-by-layer growth, where the height varies by about one layer. A smooth occupation function is then a poor picture of the surface, but at the small k₁ used here the reflectivity depends almost only on σ. Relative to the flat surface, a half-filled top layer lowers R by 0.8% at 0.5 nm⁻¹ and by 2.0% at 0.8 nm⁻¹. If each layer is a uniform slab of thickness d, a smooth profile with the same σ = d/2 gives the same R to about 0.01%. With the point-like planes used above, the flat surface already reflects 0.3% and 0.7% more than R_F, and the half-filled surface exceeds the smooth profile by about the same amounts; the matching smooth width is then σ² = d²/4 − d²/12. To follow the filling of single layers one needs larger k₁, with k₁d of order one. The crystal may also be warm during growth. A rough volume expansion of 5×10⁻⁵ per kelvin over 200 K lowers V by 1% and R by 2.0%, since R varies nearly as V² in the weak-step regime. A Gaussian spread of k₁ with a standard deviation of 2% raises the averaged R by 0.7% at 0.5 nm⁻¹ and by 1.1% at 0.8 nm⁻¹. At these two wave numbers the profile shape moves the result more than either of these effects. At 0.2 nm⁻¹ the order is reversed: the error-function shape changes R by only −0.1%, the expansion by −2.2%. Background counts and a surface that changes during the scan are not included, and at reflectivities of 10⁻⁵ to 10⁻⁶ both need to be assessed before a width is quoted.
